# Phonon emission in a 15 nm channel and heat in the drain

## The error made by local Joule heating

Suppose the heat in a short transistor is computed from the local product of current density and electric field. An electron that falls through 0.7 eV in a 15 nm channel is then assigned 0.7 eV of heat inside those 15 nm. The field does deliver that much work there, but work becomes lattice heat only when the electron emits phonons, and emission takes time. The estimate below gives 47 meV of heat in the channel, so on this estimate the local rule overstates the channel heating by a factor $700/47.2\approx15$, and it leaves the drain cold. In the five simulated cases further down the factor lies between about 4 and 22; combining a heavy mass with fast emission lowers it to about 2.

The question is how the energy divides when the channel is short, first at leading order and then with the first correction.

## Model and small parameter

Let $L=15$ nm be the channel length, $v=200$ km/s the average velocity, $\tau=0.1$ ps the mean time between phonon emissions, $w=63$ meV the phonon energy, and $qV=0.7$ eV the energy drop from the top of the source barrier to the band edge in the drain. Here $q$ is the positive elementary charge. Voltage lost in contact resistance is not included. "Dissipated" means handed to the lattice; the place of highest temperature also depends on how heat flows away.

The average velocity is defined by the transit time,

$$t=\frac{L}{v}=\frac{15\ \text{nm}}{200\ \text{nm/ps}}=0.075\ \text{ps},$$

because 1 km/s equals 1 nm/ps.

The first model takes a constant emission rate $1/\tau$. Let $P_n(t)$ be the probability that $n$ phonons have been emitted by time $t$. State $n$ is fed from state $n-1$ and emptied by the next emission:

$$\frac{dP_n}{dt}=\frac{P_{n-1}-P_n}{\tau},\qquad P_{-1}=0,\qquad P_0(0)=1.$$

Multiply by $n$ and sum. In the first term put $n=m+1$:

$$\frac{d\langle n\rangle}{dt}=\frac1\tau\left[\sum_m (m+1)P_m-\sum_m mP_m\right]=\frac1\tau\sum_m P_m=\frac1\tau .$$

Since $\langle n\rangle=0$ at the start, the mean count for the crossing is

$$N=\frac t\tau=\frac{L}{v\tau}=\frac{0.075}{0.1}=0.75 .$$

Each phonon removes $w$, so the mean channel heat is $Nw=0.75\times63=47.2$ meV. Its ratio to the available energy is the small parameter of the problem:

$$\varepsilon=\frac{Nw}{qV}=\frac{L}{v\tau}\,\frac{w}{qV}=\frac{47.2}{700}=0.0675 .$$

The count $N$ itself is not small. The energy loss is small because each phonon carries only $63/700=0.09$ of the drain energy.

There is a second reading of $\varepsilon$. An electron moving at $v$ loses energy to phonons at $w/(v\tau)=63/20=3.15$ meV per nm, while the field supplies $qV/L=700/15=46.7$ meV per nm. The ratio is again 0.0675. Emission cannot keep pace with the field, and the difference accumulates as kinetic energy.

## Leading order and first correction

Let $D$ be the fraction of $qV$ released after the channel. As $L\to0$ with $v$, $\tau$, $w$ and $qV$ fixed, $N\to0$ and

$$D\to1 .$$

At leading order all the energy goes to the drain. The first correction subtracts the mean channel heat:

$$D\simeq1-\varepsilon=1-0.0675=0.9325 .$$

About 653 meV per electron is carried into the drain.

The next term can be bounded. An electron with 0.7 eV can emit at most $M=11$ phonons, since $11\times63=693$ meV and a twelfth would exceed the supply. The ladder of emissions therefore stops at $M$, and the count is $\min(n,M)$, where $n$ follows the unlimited process. Writing $(n-M)_+$ for $n-M$ when this is positive and zero otherwise,

$$\min(n,M)=n-(n-M)_+,$$

so that

$$D=1-\varepsilon+\frac{w}{qV}\,\langle(n-M)_+\rangle .$$

To evaluate the last average we need $P_n$. Set $s=t/\tau$ and $P_n=e^{-s}R_n$. The rate equation becomes $dR_n/ds=R_{n-1}$, with $R_0=1$ and $R_n(0)=0$ for $n\ge1$. Repeated integration gives $R_n=s^n/n!$, hence at the end of the crossing

$$P_n=\frac{N^n}{n!}e^{-N}.$$

For $n\ge M+1$ one has $n-M\le\binom{n}{M+1}$. The two sides are equal at $n=M+1$, and raising $n$ by one adds 1 on the left and $\binom nM\ge1$ on the right. Therefore

$$\langle(n-M)_+\rangle\le\sum_{n\ge M+1}\binom{n}{M+1}\frac{N^n}{n!}e^{-N}
=\frac{N^{M+1}}{(M+1)!}\sum_{n\ge M+1}\frac{N^{n-M-1}}{(n-M-1)!}e^{-N}
=\frac{N^{M+1}}{(M+1)!}.$$

With $N<1$ and $12!\approx4.8\times10^8$, the remainder in $D$ is below $10^{-9}$. Within the constant-rate model, the first correction is thus all that matters for this channel. The real uncertainty lies in the model, which is examined below.

The distribution also shows what a mean of 0.75 signifies. The probabilities of zero, one and two emissions are 0.472, 0.354 and 0.133. Nearly half the electrons cross without emitting a phonon.

## The opposite limit and the crossover

For a long channel, $N\gg M$, nearly every electron in this model reaches the end of the ladder. Then

$$\langle\min(n,M)\rangle=M-\sum_{n=0}^{M-1}(M-n)P_n .$$

Once $N$ is far above $2(M-1)=20$, the term $n=M-1$ dominates the sum, because the term before it is only $2(M-1)/N$ times as large. Hence

$$D\simeq1-\frac{Mw}{qV}+\frac{w}{qV}\,\frac{N^{M-1}}{(M-1)!}e^{-N}.$$

The limiting value is $1-693/700=0.01$: the channel takes almost everything, and 7 meV remains, too little for another phonon of this kind. This ladder treats the full 0.7 eV as available from the start, whereas a real field supplies it along the way. The long limit should be read as bookkeeping for the constant-rate model.

The short-channel formula puts the crossover, $D=1/2$, at $\varepsilon=1/2$:

$$L_{1/2}=\frac{v\tau\,qV}{2w}=\frac{20\ \text{nm}}{2}\times\frac{700}{63}=111\ \text{nm},$$

with $v$, $\tau$ and $qV$ held fixed. Solving the ladder with its stop at 11 phonons gives 112 nm, so the limit on the count has little effect even there. Alternatively, with $L=15$ nm and $v$ fixed, the emission time would have to fall to 0.0135 ps, about one seventh of the assumed value.

## What the field does to the estimate

An electron cannot emit a 63 meV phonon unless its kinetic energy exceeds 63 meV. With a conductivity mass of 0.26 free-electron masses, a speed of 200 km/s corresponds to 29.6 meV. The given velocity must therefore be an average over the crossing and not the speed at which emission takes place.

A second limit makes this explicit: a collisionless flight from rest in a uniform field. The force is $F=qV/L$ and the kinetic energy at time $t'$ is

$$K=\frac{(Ft')^2}{2m}.$$

Setting $K=qV$ at the exit gives the transit time

$$t_b=\frac{\sqrt{2m\,qV}}{F}=0.0308\ \text{ps}.$$

Since $K$ grows as $t'^2$, the threshold $K=w$ is reached at the fraction $\sqrt{w/qV}=\sqrt{0.09}=0.3$ of the flight. To first order in $1/\tau$, the count on this first crossing is the remaining time divided by $\tau$:

$$N_b=\frac{t_b}{\tau}\left(1-\sqrt{\frac{w}{qV}}\right)=0.308\times0.7=0.22 .$$

The faster flight and the threshold both reduce the count below 0.75.

There is another contribution of the same order. An electron that emits in the drain may leave in any direction, and some electrons re-enter the channel, climb against the field and fall back. If the velocity component towards the source is $u$, the excursion lasts $2um/F$, which does not depend on $\tau$. Nor does weaker emission make the return less likely in an unlimited, field-free drain, since it stretches all flight distances there by the same factor. The phonons emitted during returns are therefore also of first order in $1/\tau$ and cannot be dropped beside $N_b$.

A particle simulation includes both contributions. It follows 3000 electrons, injected thermally at 300 K, through a uniform field of 0.47 MV/cm into an unlimited field-free drain. The band is spherical and parabolic, and every scattering event randomizes the direction. The cases are:

- **Constant:** rate $1/\tau$ above threshold, mass 0.26.
- **Rising:** rate $(1/\tau)\sqrt{K/w-1}$, which equals $1/\tau$ at $K=2w$.
- **Heavy:** the rising rate with mass 0.92.
- **Threefold:** the rising rate multiplied by three, mass 0.26.
- **Elastic:** the rising rate, mass 0.26, plus elastic scattering at $(1/\tau)\sqrt{K/w}$.

| Case | First crossing | Returns | Channel share |
|---|---|---|---|
| Constant | 0.26 | 0.24 | 4.5% |
| Rising | 0.55 | 0.47 | 9.2% |
| Heavy | 1.20 | 0.73 | 17.3% |
| Threefold | 2.13 | 0.95 | 27.7% |
| Elastic | 0.73 | 0.79 | 13.8% |

The middle columns are phonons per transported electron. In the first row, $(0.26+0.24)\times0.09=0.045$, as listed. In the constant and rising cases returns contribute nearly as much as the first crossing, and with elastic scattering they contribute slightly more. In the heavy and threefold cases they contribute roughly 60% and 40 to 45% as much.

Sampling errors of the shares are at most 0.4 percentage points. Doubling the time step in the rising case, with a fresh random sequence, moved the share by 0.1 point. With scattering switched off, the mean transit time was 0.0263 ps, against 0.0261 ps from direct integration over the injected velocities.

The heavy case deserves attention. Its mean transit time, 0.073 ps, is close to the 0.075 ps of the simple estimate, yet its channel share is 17.3% and not 6.75%. Agreement in transit time does not ensure agreement in heat, because the emission rate rises with energy and electrons return from the drain. In these five cases the simple figure is good to about a factor of four, and more than 70% of the drain energy is released beyond the channel. The cases are not bounds, because each changes only one or two ingredients. Combining the heavy mass with the threefold rate raises the channel share to about 47%, and the energy then divides almost equally.

## Where in the drain

At a constant rate the energy left after the channel corresponds to $652.7/63=10.36$ emissions, which take $10.36\times0.1=1.04$ ps. That is about fourteen transit times, so the heat is not released at the drain edge.

In the rising case, half of the drain emissions occur within 39 nm of the edge and 90% within 117 nm. The threefold rate shortens these depths to 12 and 37 nm; the added elastic scattering gives 25 and 75 nm. In these three cases the heated region is thus comparable to the channel length or several times longer. The depths depend strongly on the assumptions: they are about 115 and 330 nm at the constant rate, but only about 6 and 19 nm when the heavy mass is combined with the threefold rate. Collisions with the many electrons already present in a doped drain are left out; they share out the energy of a fast electron and can change these depths. If the doped drain is shorter than these depths, part of the energy is carried into whatever lies beyond it, such as the contact.

## Comparison with a silicon transistor

The numbers resemble a short silicon n-channel transistor in its on state, with rough typical parameters. A velocity of 200 km/s is a reasonable order of magnitude for the average, and 63 meV is representative of the energetic phonons of silicon, which also has softer ones. The emission time is not constant in silicon: it falls as the electron energy rises. The rising law used above shortens it to about 0.03 ps at 0.7 eV and, with mass 0.26, doubles the simulated channel share from 4.5% to 9.2%. Real fields are also nonuniform. If the field rises linearly from zero at the source to its largest value at the drain edge, with the same total energy drop, the simulated share in the rising case falls from about 9% to about 6%. Silicon valleys are also anisotropic. The heavy case describes electrons that keep the large mass along the channel throughout. If each scattering event instead redraws the mass along the channel, 0.92 one third of the time and 0.19 otherwise, the rising law gives a share of about 9% when all electrons are injected with the light mass and about 10% when one third are injected with the heavy mass, close to the result for mass 0.26; it reaches about 13% if all are injected with the heavy mass.

Other omissions can be sized separately:

- **Phonon absorption.** Absorption and emission scale as $n_B$ and $n_B+1$, where $n_B$ is the thermal phonon number. Their ratio, for equal densities of final states, is 0.087 at 300 K and 0.161 at 400 K. With the emission time held fixed, subtracting absorbed from emitted phonons lowers the simple channel share from 6.75% to about 6.2% and 5.7%. In the simulated rising case at 400 K, where absorption also heats and scatters the electrons, no such reduction appears.
- **Nonparabolic band.** With $p^2/2m=K(1+\alpha K)$ and $\alpha=0.5$ per eV, the momentum at exit, and hence the time $p/F$, grows by $\sqrt{1+0.35}=1.16$. The flight from rest lengthens from 0.0308 to 0.0358 ps. The larger effect is on emission: such a band has more final states at high energy, which raises the rate at 0.7 eV by a factor of about 1.9 if the low-energy prefactor is kept. With both changes, the simulated share in the rising case grows from about 9% to about 17%.
- **Tunnelling.** An electron $k_BT$ below the barrier top crosses a forbidden stretch of 0.55 nm in the uniform field, about 4% of the channel.
- **Filled drain states.** At a doping of $10^{20}$ cm$^{-3}$, with parabolic bands, the Fermi energy is about 74 meV above the band edge at zero temperature, and the Fermi level is about 66 meV above it at 300 K. If the last 74 meV cannot be released, the simple channel share becomes $47.2/(700-74)=7.5\%$.
- **Impact ionization.** The gap, roughly 1.12 eV, exceeds the drain energy by 0.42 eV. An electron would need at least that much additional energy to create a pair.

None of these, taken singly, overturns the division of heat. A longer channel or faster emission can. In the constant-rate estimate the channel takes half the energy when $L/(v\tau)$ reaches $qV/(2w)=5.6$, which means 111 nm for the values used here. That length assumes the average velocity stays at 200 km/s; in the particle simulation with the constant rate, a 111 nm channel at 0.7 eV takes only about 36%. With the threefold rising rate, the simulated channel takes about half already at a length of 30 nm and the same 0.7 eV.

## Table of computed values

```
channel length: 15 nm
average velocity: 200 km/s
emission time: 0.1 ps
phonon energy: 63 meV
drain energy: 0.7 eV
transit time: 0.075 ps
mean phonons in channel: 0.75
chance of 0, 1, 2 phonons: 0.472, 0.354, 0.133
energy left in channel: 47.2 meV
channel share: 6.75 %
energy carried into drain: 652.7 meV
drain share: 93.25 %
phonons for all of drain energy: 11.11
phonons left for drain: 10.36
time to emit them: 1.04 ps
channel length for half share: 111 nm
same, energy-limited ladder: 112 nm
emission time for half share: 0.0135 ps
-- silicon, rough parameters --
masses, conductivity and long.: 0.26, 0.92 m0
lattice temperature: 300 K
mean channel field: 0.47 MV/cm
kinetic energy at 200 km/s: 29.6 meV
collisionless transit, quadrature: 0.0261 ps
collisionless transit, simulated: 0.0263 ps
simulation: first-crossing phonons, return phonons,
 channel share +- sampling error, mean transit time
 constant rate: 0.26, 0.24, 4.5 +- 0.1 %, 0.030 ps
 rising rate: 0.55, 0.47, 9.2 +- 0.2 %, 0.033 ps
 heavy mass: 1.20, 0.73, 17.3 +- 0.3 %, 0.073 ps
 rate x3: 2.13, 0.95, 27.7 +- 0.4 %, 0.046 ps
 with elastic: 0.73, 0.79, 13.8 +- 0.2 %, 0.042 ps
depth in drain holding 50 % and 90 % of drain emissions
 rising rate: 39 nm, 117 nm
 rate x3: 12 nm, 37 nm
 with elastic: 25 nm, 75 nm
time above threshold/tau, constant rate: 0.26
share shift, time step doubled: -0.1 % points
largest mean energy imbalance: 0.12 meV
-- neglected effects --
absorption/emission at 300 K: 0.087
absorption/emission at 400 K: 0.161
transit from rest, parabolic: 0.0308 ps
transit from rest, nonparabolic: 0.0358 ps
tunnel width kT below barrier top: 0.55 nm
drain Fermi energy at 1e20 cm-3: 74 meV
gap minus drain energy: 0.42 eV
```
